# Exactness, upper bound and truncation error of k·p band interpolation, part 2

The k·p method finds the bands at \(\mathbf k_0+\mathbf q\) from the energies \(\varepsilon_n\) and cell-periodic states \(u_n\) at \(\mathbf k_0\); the question is the error from omitted bands. Hartree atomic units are used (Ha, bohr). The potential \(V\) is real, local and lattice-periodic, \(\mathbf p=-i\nabla\), \(H_{\mathbf k}=\tfrac12(\mathbf p+\mathbf k)^2+V\), \(\boldsymbol\pi=\mathbf p+\mathbf k_0\), \(\mathbf P_{nm}=\langle u_n|\boldsymbol\pi|u_m\rangle\), \(\mathbf q=s\hat{\mathbf n}\), \(P_{nm}=\hat{\mathbf n}\cdot\mathbf P_{nm}\) and \(d_l=\varepsilon_n-\varepsilon_l\). Bands in \(S\) are kept, those in \(O\) omitted. The matrix is \(\mathcal H_{nm}(\mathbf q)=(\varepsilon_n+q^2/2)\delta_{nm}+\mathbf q\cdot\mathbf P_{nm}\); \(E_n^M\) are the sorted eigenvalues of its lowest-\(M\) block, and \(\lambda\) denotes an eigenvalue without the common shift \(q^2/2\).

**Lemma 1.** \(H_{\mathbf k_0+\mathbf q}=H_{\mathbf k_0}+\mathbf q\cdot\boldsymbol\pi+q^2/2\).

**Lemma 2.** On any \(n\)-dimensional subspace the largest Rayleigh quotient is at least the \(n\)-th eigenvalue. Hence projection never lowers sorted eigenvalues, nor does adding a positive semidefinite matrix (Weyl's monotonicity).

**Lemma 3.** For basis blocks \(A\), \(B\), with \(E\) outside the spectrum of \(\mathcal H_{BB}\),

\[
\big[\mathcal H_{AA}+\mathcal H_{AB}(E-\mathcal H_{BB})^{-1}\mathcal H_{BA}\big]c_A=Ec_A .
\]

For \(A=S\), \(B=O\) the added term is \(\Sigma(E)=-s^2P_{SO}\,(\mathcal H_{OO}-E)^{-1}P_{OS}\).

**Theorem.** (a) With all bands \(\mathcal H\) is exact for every \(\mathbf q\). (b) \(E_n^M(\mathbf q)\ge E_n^{M+1}(\mathbf q)\ge\varepsilon_n(\mathbf k_0+\mathbf q)\). (c) For nondegenerate \(\varepsilon_n\) and any \(S\) containing \(n\), the eigenvalue \(E^S\) that tends to \(\varepsilon_n\) obeys

\[
E^S-\varepsilon_n(\mathbf k_0+s\hat{\mathbf n})=C_2s^2+C_3s^3+O(s^4),\qquad C_2=\sum_{l\in O}\frac{|P_{nl}|^2}{\varepsilon_l-\varepsilon_n},
\]

\[
C_3=T(S)-T(\text{all}),\qquad T(X)=\sum_{l,m\in X\setminus n}\frac{P_{nl}P_{lm}P_{mn}}{d_l\,d_m}-P_{nn}\sum_{l\in X\setminus n}\frac{|P_{nl}|^2}{d_l^2}.
\]

\(C_3=0\) if \(2\mathbf k_0\) is a reciprocal lattice vector and \(S\) consists of whole levels. In tensor form \(C_2s^2=C_{ij}q_iq_j\), with \(C_{ij}=\mathrm{Re}\sum_{O}P^i_{nl}P^j_{ln}/(\varepsilon_l-\varepsilon_n)\).

The slope is \(P_{nn}\), the inverse mass is \(1/m^*=1+2\sum_{l\neq n}|P_{nl}|^2/d_l\), and \(C_2=\tfrac12\left[(1/m^*)^{S}-1/m^*\right]\). The exact state's weight outside the kept space is

\[
\langle\psi_O|\psi_O\rangle=W s^2+O(s^3),\qquad W=\sum_{l\in O}\frac{|P_{nl}|^2}{(\varepsilon_l-\varepsilon_n)^2}.
\]

In one dimension, with the inequality for \(S=\{1,\dots,M\}\),

\[
R\equiv\sum_{l\in O}|P_{nl}|^2=2(\varepsilon_n-\langle V\rangle_n)-\sum_{m\in S}|P_{nm}|^2,\qquad C_2\le\frac{R}{\varepsilon_{M+1}-\varepsilon_n}.
\]

If \(P_{ln}=0\) for all \(l\in O\),

\[
E^S-\varepsilon=s^4\sum_{l\in O}\frac1{\varepsilon_l-\varepsilon_n}\Big|\sum_{m\in S\setminus n}\frac{P_{lm}P_{mn}}{d_m}\Big|^2+O(s^5). \tag{2}
\]

**Zone integrals.** In one dimension let \(N\) reference points \(k_j\) of spacing \(2h\) each serve the interval \(|q|\le h\), and let band \(n\) be nondegenerate throughout the zone. Since \(\frac1{2h}\int_{-h}^hq^2dq=h^2/3\) and the cubic term is odd,

\[
\overline{E_n^M}-\overline{\varepsilon_n}=\langle C_2\rangle\frac{h^2}{3}+O(h^4),\qquad \langle C_2\rangle=\frac1N\sum_jC_2(k_j).
\]

For cubic cells in more dimensions the mixed terms \(q_iq_j\) average to zero and \(\langle C_2\rangle\) becomes \(\langle C_{ii}\rangle\). The sign survives partial filling: if \(f^M\) are the occupations that fill the lowest interpolated states with the given electron number, then \(\int\sum f^ME^M\ge\int\sum f^M\varepsilon\) by (b), and the right side is at least the exact band energy, which is the minimum over all allowed occupations. This statement concerns the band energy at fixed \(V\), not a self-consistent total energy.

## Where the assumptions matter

**Degenerate level, wholly kept.** Let \(A\) be a level of energy \(\varepsilon\) inside \(S\). Lemma 3 with the same resolvent expansion gives, for \(X=S\) or all bands,

\[
(\lambda-\varepsilon)c=\big[sP_{AA}+s^2W^X+O(s^3)\big]c,\qquad W^X_{ab}=\sum_{l\in X\setminus A}\frac{P_{al}P_{lb}}{\varepsilon-\varepsilon_l},
\]

where replacing \(\lambda\) by \(\varepsilon\) in the denominators costs \(O(s^3)\). The difference is \(W^S-W^{\text{all}}=D\), \(D_{ab}=\sum_OP_{al}P_{lb}/(\varepsilon_l-\varepsilon)\), positive semidefinite when the omitted bands lie above. If \(P_{AA}\) has distinct eigenvalues \(p_\alpha\), divide by \(s\): first-order perturbation theory for the matrix \(P_{AA}+sW^X\) gives \(p_\alpha+sW^X_{\alpha\alpha}+O(s^2)\), so the error is \(s^2D_{\alpha\alpha}+O(s^3)\). This is \(C_2\) of the theorem in the basis that diagonalizes \(P_{AA}\). If \(P_{AA}=0\), as when all states of the level have the same parity under inversion, divide by \(s^2\): the sorted errors are \(s^2[\mathrm{eig}_j W^S-\mathrm{eig}_jW^{\text{all}}]+O(s^3)\). They are non-negative by Weyl's monotonicity and are in general neither the eigenvalues of \(D\) nor a quadratic form in \(\hat{\mathbf n}\).

**Degenerate level, cut.** Let two bands cross at \(\mathbf k_0\) with slopes \(\pm v\), \(v>0\), and eigenvectors \(u_\pm\) of \(P_{AA}\), and let only \(u=\alpha u_++\beta u_-\) be kept. Its slope is \(\langle u|\hat{\mathbf n}\cdot\boldsymbol\pi|u\rangle=(|\alpha|^2-|\beta|^2)v\), while the exact lower branch goes as \(-v|s|\). The error is \((|\alpha|^2-|\beta|^2)vs+v|s|+O(s^2)\). It is non-negative, as (b) demands, and equals \(v|s|\) for a standing wave, \(|\alpha|=|\beta|\). No choice removes it on both sides, since the two one-sided slopes add up to \(2v\). A small gap \(\Delta=\varepsilon_{M+1}-\varepsilon_M\) interpolates between the cases: the two-level matrix with coupling \(sP\) and equal slopes lowers the lower level by \(\sqrt{\Delta^2/4+s^2|P|^2}-\Delta/2\), which is \(s^2|P|^2/\Delta\) for \(|sP|\ll\Delta\) and \(|sP|\) in the opposite limit.

**A lower band omitted.** Part (c) holds for any \(S\), and an omitted band below \(n\) contributes a negative term. Lemma 2 is not violated: it compares the \(j\)-th eigenvalue of the block with the \(j\)-th exact band, not with the band that the eigenvalue follows.

**Nonlocal potentials.** For a kernel \(V(\mathbf r,\mathbf r')\), as in a nonlocal pseudopotential or Fock exchange, \(V_{\mathbf k}=e^{-i\mathbf k\cdot\mathbf r}Ve^{i\mathbf k\cdot\mathbf r}\) has kernel \(V(\mathbf r,\mathbf r')e^{-i\mathbf k\cdot(\mathbf r-\mathbf r')}\), which is not a polynomial in \(\mathbf k\). If it is smooth in \(\mathbf k\), then along \(\hat{\mathbf n}\), with primes for derivatives at \(\mathbf k_0\),

\[
H_{\mathbf k_0+\mathbf q}=\Big[H_{\mathbf k_0}+s(\hat{\mathbf n}\cdot\boldsymbol\pi+V')+\tfrac12s^2\Big]+\tfrac12s^2V''+O(s^3).
\]

The bracket is the k·p operator with the correct velocity. The remainder is already of order \(s^2\), so first-order perturbation theory with the state \(u_n+O(s)\) gives, for a complete basis,

\[
E^{\,\mathbf k\cdot\mathbf p}-\varepsilon_n(\mathbf k_0+\mathbf q)=-\tfrac12s^2\langle u_n|V''|u_n\rangle+O(s^3),
\]

of either sign; in a truncated basis it adds to \(C_2s^2\) evaluated with the velocity matrix. What fails is Lemma 1. Lemma 2 does not use locality, so projecting the true \(H_{\mathbf k}\) on the kept functions remains an upper bound. Locality is what makes the k·p matrix equal to that projection. A term linear in \(\mathbf p\) keeps Lemma 1's polynomial form: the spin–orbit coupling \(\gamma\,\boldsymbol\sigma\cdot(\nabla V\times\mathbf p)\), with \(\gamma\) a constant, adds \(\gamma\,\mathbf q\cdot(\boldsymbol\sigma\times\nabla V)\) under \(\mathbf p\to\mathbf p+\mathbf q\), which is absorbed into \(\boldsymbol\pi\).

## Worked example

The model is \(V=-V_0\cos Gx\) with \(a=6\) bohr, \(G=2\pi/a=1.047198\) bohr\(^{-1}\), \(V_0=0.5\) Ha and \(k_0=0.3\) bohr\(^{-1}\). The cosine couples plane waves \(k+nG\) and \(k+(n\pm1)G\) with matrix element \(-V_0/2\); 21 plane waves are used, and their 21 bands serve as the complete set. The numerical check supply every number.

**Exactness and bound.** An independent reference comes from integrating \(y''=2(V-E)y\) over one cell for \(y_1(0)=1,y_1'(0)=0\) and \(y_2(0)=0,y_2'(0)=1\). The matrix carrying \((y,y')\) across the cell has unit determinant, because the Wronskian is constant, and a Bloch solution makes \(e^{ika}\) an eigenvalue; the other is then \(e^{-ika}\), and the trace gives \([y_1(a)+y_2'(a)]/2=\cos ka\). The roots in \(E\) agree with the complete k·p eigenvalues for bands 1 to 3 at \(q=0,-0.2,0.15,0.7\) bohr\(^{-1}\), the last beyond the zone boundary, within the tested tolerance of \(10^{-9}\) Ha; the largest deviation found is about \(10^{-13}\) Ha. At \(q=G\) the complete matrix returns \(\varepsilon_1\) to rounding error, while \(M=2\) lies 0.0751 Ha above it. Both inequalities of (b) are tested for \(M=1\) to 8 on 37 values of \(q\) from \(-0.6\) to 1.2 bohr\(^{-1}\). At \(q=0.15\) bohr\(^{-1}\) and \(M=2\), the integrated energy \(E\) is the lowest eigenvalue of \(\mathcal H_{SS}+\Sigma(E)\), and \(\Sigma\) has eigenvalues \(-2.57\times10^{-3}\) and \(-1.91\times10^{-4}\) Ha, so by Weyl's monotonicity the error of band 1 there lies between \(1.91\times10^{-4}\) and \(2.57\times10^{-3}\) Ha.

**The coefficient for band 1, \(M=2\).** The energies \(\varepsilon_1,\dots,\varepsilon_5\) are \(-0.166648\), \(0.368508\), \(0.950467\), \(1.631512\), \(2.878053\) Ha; \(P_{11}=0.059867\) and \(|P_{12}|,\dots,|P_{15}|=0.518993,\ 0.145076,\ 0.051943,\ 0.008334\) bohr\(^{-1}\). In Ha bohr\(^2\),

\[
\frac{0.145076^2}{1.117115}=1.884\times10^{-2},\quad\frac{0.051943^2}{1.798160}=1.500\times10^{-3},\quad\frac{0.008334^2}{3.044701}=2.28\times10^{-5},
\]

and \(C_2=2.036\times10^{-2}\) Ha bohr\(^2\), of which the first omitted band gives 93 %. The kept band 2 contributes \(0.518993^2/0.535156=0.503318\), so \((1/m^*)^{M=2}=1-2(0.503318)=-0.00664\). Finite differences of the integrated band give the slope 0.059867 Ha bohr, equal to \(P_{11}\), and \(1/m^*=-0.047366\); half the difference is \((0.047366-0.006637)/2=0.020364\), equal to \(C_2\). For \(M=1\) the interpolated band has the free mass and \(C_2=(1+0.047366)/2=0.52368\). For \(M=3\) and 4 the coefficient is \(1.524\times10^{-3}\) and \(2.34\times10^{-5}\) Ha bohr\(^2\). The formulas for \(C_2\) and \(C_3\) are tested against the extrapolated even and odd parts of the actual error for every kept band with \(M=1\) to 4.

The lost weight is \(W=1.771\times10^{-2}\) bohr\(^2\), by formula and by projection of the exact eigenvector, and \(C_2/W=1.150\) Ha lies just above the first gap of 1.117 Ha. For the bound, real-space quadrature gives \(\langle V\rangle=-0.315026\) Ha, so \(R=2(0.148378)-0.003584-0.269354=0.02382\) bohr\(^{-2}\) and \(C_2\le0.023817/1.117115=2.132\times10^{-2}\) Ha bohr\(^2\), a bound 4.7 % above \(C_2\).

**Range of the quadratic law.** The cubic coefficient is \(C_3=-9.107\times10^{-2}\) Ha bohr\(^3\). The middle three error columns are in units of \(10^{-4}\) Ha.

| \(q\) (bohr\(^{-1}\)) | error | \(C_2q^2\) | with \(C_3q^3\) | error (meV) |
|---|---|---|---|---|
| −0.20 | 17.16 | 8.146 | 15.43 | 46.7 |
| −0.10 | 3.067 | 2.036 | 2.947 | 8.35 |
| −0.05 | 0.631 | 0.509 | 0.623 | 1.72 |
| +0.05 | 0.405 | 0.509 | 0.395 | 1.10 |
| +0.10 | 1.284 | 2.036 | 1.126 | 3.49 |
| +0.20 | 3.694 | 8.146 | 0.860 | 10.05 |

The error is positive throughout, but the quadratic term describes it only close to \(k_0\). Since \(|C_3/C_2|=4.47\) bohr, the cubic term is 22 % of the quadratic one at \(|q|=0.05\) bohr\(^{-1}\) and equals it near \(0.22\) bohr\(^{-1}\). Relative to the actual error, \(C_2q^2\) is 19 % low at \(q=-0.05\) and 26 % high at \(+0.05\); with the cubic term the misses are 1.3 % and 2.3 %, both low. At \(q=+0.2\) the quadratic term is 2.2 times the error and the two-term sum is 4.3 times too small. The table shows why. The even part of the error minus \(C_2q^2\), divided by \(q^4\), is \((5.1774-5.0911)\times10^{-5}/0.05^4=0.138\), then \(0.139\) at \(|q|=0.1\) and \(0.143\) Ha bohr\(^4\) at \(|q|=0.2\). A quartic coefficient near 0.14 contributes about \(2.2\times10^{-4}\) Ha at \(q=0.2\), where the quadratic and cubic terms nearly cancel and leave it dominant. In \(C_3\), the term \(+P_{11}W=0.059867\times0.017707=1.06\times10^{-3}\) is small and positive, so the negative value comes from the three-step paths in \(T\) that visit an omitted band; that the path \(1\to3\to2\to1\) dominates them is a conjecture. At \(q=-0.2\) the exact band has moved by \(-0.176888+0.166648=-0.01024\) Ha, and the error is 17 % of that shift.

**Reference point \(k_0=0\).** The error is even, \(5.589\times10^{-5}\) Ha at both \(q=\pm0.1\) bohr\(^{-1}\), and \(C_3=0\) is tested. Here \(C_2=3.55\times10^{-4}\) Ha bohr\(^2\), confirmed at small \(q\), so \(C_2q^2=3.55\times10^{-6}\) Ha is only one sixteenth of the error at \(|q|=0.1\): a higher order has taken over, with an effective quartic coefficient \((5.589-0.355)\times10^{-5}/10^{-4}=0.52\) Ha bohr\(^4\). Parity suggests the reason. At \(k=0\) the states are even or odd, band 1 is even, and \(p\) connects opposite parities. Of the pair \(\cos Gx\), \(\sin Gx\), both couple to their \(2G\) partners with the same element \(-V_0/2\), but only the cosine couples to the constant, with element \(-V_0/\sqrt2\), which raises it by \((V_0^2/2)/(G^2/2)=V_0^2/G^2\) at second order in \(V_0\). If this order persists at \(V_0=0.5\) Ha, band 2 is odd and band 3 even, so \(P_{13}=0\) and band 3 enters first through the path \(1\to2\to3\), at order \(q^4\), by a term of the form found in equation (2). That equation does not apply in full here, because the omitted odd bands still couple directly to band 1; they give the small \(C_2\) and further quartic terms. That this path accounts for the size found is a conjecture; the program does not test it.

**Failures of the assumptions.** Keeping bands 2 to 4 only, band 2 has \(C_2=-0.503200\) Ha bohr\(^2\), formula and measurement alike: \(-0.503318\) from the omitted band 1 and \(+0.000118\) from the bands above. Close to \(k_0\) the interpolated band therefore lies below the exact one.

For \(V=-V_0\cos2Gx\), of period \(a/2\), the time-reversed states at \(\pm G/2\) of the larger zone have equal energy and opposite slope, and both fold onto \(k_0=G/2\). The slopes are \(\pm0.441884\) Ha bohr; keeping one standing wave gives a measured error per \(|q|\) of 0.441886 Ha bohr, linear as derived. Keeping the pair restores the quadratic law on both branches; for the upper one \(D_{\alpha\alpha}=0.16279\) against 0.16278 Ha bohr\(^2\) measured.

On a square lattice with \(V=-V_0(\cos Gx+\cos Gy)-V_{11}\cos Gx\cos Gy\), \(V_{11}=0.1\) Ha, band 1 with \(M=3\) at \(\mathbf k_0=(0.2,0.1)\) bohr\(^{-1}\) has \(C_{xx}=2.3309\times10^{-2}\), \(C_{xy}=2.594\times10^{-3}\), \(C_{yy}=1.6113\times10^{-2}\) Ha bohr\(^2\). Along the angle 0.4 rad, \(C_{xx}\cos^2\theta+C_{xy}\sin2\theta+C_{yy}\sin^2\theta=0.0197743+0.0018610+0.0024434=0.0240787\), as measured. At \(\mathbf k_0=0\) the doublet at 0.3229 Ha has \(P_{AA}=0\), and with \(M=5\) the differences of eigenvalues of \(W^S\) and \(W^{\text{all}}\) are 0.07137 and 0.28912 Ha bohr\(^2\), both positive and equal to the measured coefficients. The exact bands in these two-dimensional tests are plane-wave eigenvalues in the same finite basis.

For nonlocality, a separable term with plane-wave elements \(wf(K)f(K')\), \(K=k+nG\), \(f=e^{-\sigma^2K^2/2}\), \(w=-0.2\) Ha, \(\sigma=1\) bohr, is added to the one-dimensional model. With real coefficients \(c_n\) of \(u_1\) held fixed and \(g(k)=\sum_nc_nf(k+nG)\), the expectation value is \(wg^2\), so \(\langle V''\rangle=2w(gg''+g'^2)\). The result is \(-\langle V''\rangle/2=-0.196645\) Ha bohr\(^2\), equal to the measured error per \(q^2\) of the complete k·p matrix, which thus falls below the exact band. The projection of the true \(H_k\) on two bands is tested to stay above the exact bands on 13 values of \(q\) from \(-0.6\) to 0.6 bohr\(^{-1}\).

**Zone average.** Band 1 has mean energy \(-0.168695\) Ha. With \(M=2\) and \(N=16\) reference points, \(h=G/32=0.03272\) bohr\(^{-1}\) and \(\langle C_2\rangle=1.7318\times10^{-2}\) Ha bohr\(^2\), so \(\langle C_2\rangle h^2/3=0.0173175\times0.03272^2/3=6.18\times10^{-6}\) Ha. The actual excess is \(6.23\times10^{-6}\) Ha (0.170 meV), 0.8 % above the prediction. For \(N=32\) the excess is \(1.548\times10^{-6}\) Ha (0.042 meV) against a predicted \(1.545\times10^{-6}\) Ha, 0.2 % above. Halving \(h\) divides the excess by 4.02 and the relative remainder by about 4, as an \(O(h^4)\) correction requires. A single point can deviate far more: at \(k_0=0.3\) bohr\(^{-1}\) and \(|q|=h=0.0327\) bohr\(^{-1}\) the cubic term is \(4.47\times0.0327\approx15\) % of the quadratic one. In the average this term, being odd in \(q\), cancels between the two halves of each interval.

## Numbers as computed

```
a = 6.0 bohr, G = 1.047198 1/bohr, V0 = 0.5 Ha, k0 = 0.3 1/bohr, plane waves = 21
e_1..e_5 at k0 (Ha): -0.166648 0.368508 0.950467 1.631512 2.878053
P_11, |P_12|..|P_15| (1/bohr): 0.059867 0.518993 0.145076 0.051943 0.008334
complete k.p vs Hill discriminant, max deviation = 9.2e-14 Ha
E_1(q=G)-e_1: complete -1.4e-16 Ha, M=2 0.075085 Ha
Loewdin term at q=0.15, M=2: eigenvalues -2.5683e-03 -1.9088e-04 Ha
band 1, M=1: C2 5.236830e-01 (measured 5.236830e-01) Ha bohr^2, C3 3.75870e-01 (3.75870e-01) Ha bohr^3
band 1, M=2: C2 2.036446e-02 (measured 2.036446e-02) Ha bohr^2, C3 -9.10701e-02 (-9.10701e-02) Ha bohr^3
band 1, M=3: C2 1.523840e-03 (measured 1.523839e-03) Ha bohr^2, C3 1.13131e-02 (1.13131e-02) Ha bohr^3
band 1, M=4: C2 2.340486e-05 (measured 2.340431e-05) Ha bohr^2, C3 -1.93831e-04 (-1.93862e-04) Ha bohr^3
M=2 terms of C2, l=3,4,5 (Ha bohr^2): 1.8841e-02 1.5004e-03 2.2810e-05
band 1: slope 0.059867 Ha bohr; 1/m* exact -0.047366, M=2 -0.006637, half difference 0.020364
lost weight / q^2: formula 1.770748e-02, measured 1.770748e-02 bohr^2
<V> = -0.315026 Ha, R = 0.023817 1/bohr^2, bound R/(e_3-e_1) = 2.132021e-02 Ha bohr^2
band 1, M=2: q(1/bohr) exact(Ha) k.p(Ha) error(Ha) C2q^2(Ha) +C3q^3(Ha) error(meV)
 -0.20 -0.176888 -0.175172 1.7162e-03 8.1458e-04 1.5431e-03 46.699
 -0.10 -0.172512 -0.172205 3.0673e-04 2.0364e-04 2.9471e-04 8.347
 -0.05 -0.169655 -0.169592 6.3096e-05 5.0911e-05 6.2295e-05 1.717
 +0.05 -0.163761 -0.163721 4.0451e-05 5.0911e-05 3.9527e-05 1.101
 +0.10 -0.161276 -0.161147 1.2840e-04 2.0364e-04 1.1257e-04 3.494
 +0.20 -0.158501 -0.158132 3.6936e-04 8.1458e-04 8.6018e-05 10.051
k0=0, M=2: C2 = 3.551534e-04 Ha bohr^2, error at q=+-0.1: 5.5888e-05 5.5888e-05 Ha
keep bands 2-4, band 2: C2 -0.503200 (measured -0.503200) Ha bohr^2
crossing: v = 0.441884, cut level error/|q| = 0.441886 Ha bohr
crossing, pair kept: C2 1.627861e-01 (measured 1.627831e-01) Ha bohr^2
2D: V11 = 0.1 Ha, direction angle 0.4 rad, k0 = 0.2,0.1 1/bohr, M=3, band 1
 Cxx 2.33090e-02 Cxy 2.59430e-03 Cyy 1.61125e-02; along direction 2.40787e-02 (2.40787e-02) Ha bohr^2
2D k0=0 doublet at 0.322895 Ha, M=5: C2 7.13741e-02 2.89120e-01 (7.13741e-02 2.89120e-01) Ha bohr^2
nonlocal w = -0.2 Ha, sigma = 1.0 bohr, complete basis, band 1:
 -<V''>/2 = -0.196645, measured error/q^2 = -0.196645 Ha bohr^2
N=16: h 0.03272 1/bohr, mean band -0.1686953 Ha, <C2> 1.73175e-02 Ha bohr^2
 excess 6.2305e-06 Ha (0.1695 meV), <C2>h^2/3 6.1819e-06 Ha
N=32: h 0.01636 1/bohr, mean band -0.1686953 Ha, <C2> 1.73156e-02 Ha bohr^2
 excess 1.5483e-06 Ha (0.0421 meV), <C2>h^2/3 1.5453e-06 Ha
```
